# Core polarization and the contact hyperfine field of high-spin manganese: verification in Python

```python
"""
Contact hyperfine field of Mn2+ (3d5, sextet S), nonrelativistic UHF.
Result under test: the field B = (2/3) mu0 muB (|g|/2) * q, where
q = rho_up(0) - rho_down(0), comes only from exchange-polarized s shells.
With F_up = F0 + D and F_down = F0 - D in the s space, shell i gives
  q_i = sum_k 4 phi_i(0) phi_k(0) D_ik / (e_i - e_k)   (first order).
Terms between occupied shells cancel in the sum over i.
'Up' is the majority spin; positive B is parallel to the spin moment.
Atomic units are used except for fields, which are in tesla.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, dblquad, trapezoid
from scipy.linalg import eigh, null_space
from pyscf import gto, lib, scf


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


def build(basis, ecp=None):
    options = dict(atom="Mn 0 0 0", basis={"Mn": basis}, charge=2,
                   spin=5, verbose=0)
    if ecp:
        options["ecp"] = {"Mn": ecp}
    mol = gto.M(**options)
    angular = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        angular += [l] * ((2 * l + 1) * mol.bas_nctr(shell))
    angular = np.array(angular)
    return SimpleNamespace(
        mol=mol, S=mol.intor("int1e_ovlp"), h=scf.hf.get_hcore(mol),
        eri=mol.intor("int2e", aosym="s8"),
        r2=mol.intor("int1e_r2"),
        blocks={l: np.flatnonzero(angular == l) for l in range(3)},
        nucleus=mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0])


def fock_matrices(ion, dm):
    vj, vk = scf.hf.dot_eri_dm(ion.eri, dm, hermi=1)
    return ion.h + vj[0] + vj[1] - vk


def relax(ion, occupation, paired=False, frozen=None, start=None):
    """Self-consistent field with fixed occupation of each l.
    paired: s and p orbitals are shared by both spins (ROHF).
    frozen: orbitals, by l, that are occupied and may not change."""
    frozen = frozen or {}
    if start is None:
        guess = np.array(scf.hf.init_guess_by_minao(ion.mol))
        dm = np.array([guess, guess]) / 2
    else:
        dm = start.copy()
    mixer = lib.diis.DIIS()
    mixer.verbose = 0
    mixer.space = 8
    for cycle in range(50):
        fock = fock_matrices(ion, dm)
        new = np.zeros_like(dm)
        orbitals = {}
        for l, index in ion.blocks.items():
            window = np.ix_(index, index)
            overlap = ion.S[window]
            kept = frozen.get(l, np.zeros((len(index), 0)))
            space = np.eye(len(index))
            if kept.shape[1]:
                space = null_space((overlap @ kept).T)
            for spin in range(2):
                f = fock[spin][window]
                if paired and l < 2:
                    f = (fock[0][window] + fock[1][window]) / 2
                _, c = eigh(space.T @ f @ space,
                            space.T @ overlap @ space)
                free = occupation[l][spin] - kept.shape[1]
                c = np.hstack([kept, space @ c[:, :max(free, 0)]])
                orbitals[spin, l] = c
                new[spin][window] = c @ c.T
        change = new - dm
        weighted = change @ ion.S
        size = np.sqrt(abs(np.einsum("sij,sji", weighted, weighted)))
        if size < 1e-7:
            break
        dm = new if cycle < 3 else mixer.update(new, 1e3 * change)
    assert size < 1e-6, "self-consistency not reached"
    fock = fock_matrices(ion, new)
    energy = 0.5 * np.einsum("sij,sji", new, fock + ion.h)
    return SimpleNamespace(dm=new, fock=fock, orb=orbitals, energy=energy)


def contact(ion, dm):
    return ion.nucleus @ (dm[0] - dm[1]) @ ion.nucleus


def rms_radius(ion, orbital, l):
    index = ion.blocks[l]
    return np.sqrt(orbital @ ion.r2[np.ix_(index, index)] @ orbital)


# Field at the centre of a spherical magnetization, from current rings.
# Magnetization m(r) = (1 - 3 r^2) exp(-r^2), so m(0) = 1.
def ring_field(theta, r):
    current = (8 * r - 6 * r**3) * np.exp(-r**2) * np.sin(theta)
    return current * np.sin(theta)**2 / 2


centre_field = dblquad(ring_field, 0, 8, 0, np.pi)[0]
assert abs(centre_field - 2 / 3) < 1e-7
bohr = const.physical_constants["Bohr radius"][0]
magneton = const.physical_constants["Bohr magneton"][0]
g_factor = abs(const.physical_constants["electron g factor"][0])
tesla = 2 / 3 * const.mu_0 * magneton * g_factor / 2 / bohr**3

full_occupation = {0: (3, 3), 1: (6, 6), 2: (5, 0)}
basis = (even_tempered(0, 0.15, 2.3, 24) + even_tempered(1, 0.20, 2.7, 10)
         + even_tempered(2, 0.15, 2.5, 8))
ion = build(basis)
s_index = ion.blocks[0]
s_window = np.ix_(s_index, s_index)
s_overlap = ion.S[s_window]
s_nucleus = ion.nucleus[s_index]

# Quality of the basis at the nucleus: one-electron ion, Z^3/pi is exact.
_, one_electron = eigh(ion.h[s_window], s_overlap)
hydrogenic_ratio = (s_nucleus @ one_electron[:, 0])**2 / (25**3 / np.pi)
assert abs(hydrogenic_ratio - 1) < 0.02

polarized = relax(ion, full_occupation)
total = contact(ion, polarized.dm)
shell_up, shell_down = [
    (s_nucleus @ polarized.orb[spin, 0])**2 for spin in range(2)]
shell = shell_up - shell_down
largest = max(abs(shell))
assert shell[1] < 0 < shell[2] and total < 0

# Same state from the standard UHF program with free occupation.
standard = scf.UHF(ion.mol)
standard._eri = ion.eri
standard.conv_tol = 1e-9
standard.kernel(dm0=polarized.dm)
standard_total = contact(ion, standard.make_rdm1())
assert standard.converged
assert abs(standard.e_tot - polarized.energy) < 1e-5
assert abs(standard_total - total) < 0.01 * largest

# Paired s and p shells: the open 3d shell alone gives no contact term.
paired = relax(ion, full_occupation, paired=True, start=polarized.dm)
paired_total = contact(ion, paired.dm)
assert abs(paired_total) < 1e-6 * largest

# First-order response in the s space.
f_up, f_down = [polarized.fock[spin][s_window] for spin in range(2)]
energies, mean_orb = eigh((f_up + f_down) / 2, s_overlap)
mean_orb = mean_orb * np.sign(s_nucleus @ mean_orb)
amplitude = s_nucleus @ mean_orb


def response(half_difference):
    matrix = mean_orb.T @ half_difference @ mean_orb
    gap = energies[:3, None] - energies[None, :]
    gap[np.arange(3), np.arange(3)] = np.inf
    return 4 * np.outer(amplitude[:3], amplitude) * matrix[:3] / gap


terms = response((f_up - f_down) / 2)
empty_part = terms[:, 3:].sum(axis=1)
assert np.all(abs(terms.sum(axis=1) - shell) < 0.05 * largest)
assert abs(empty_part.sum() - total) < 0.05 * largest

# Exchange with the 3d shell alone, by matrices and by radial quadrature.
d_index = ion.blocks[2]
d_orb = polarized.orb[0, 2]
d_density = np.zeros_like(ion.S)
d_density[np.ix_(d_index, d_index)] = d_orb @ d_orb.T
_, d_exchange = scf.hf.dot_eri_dm(ion.eri, d_density, hermi=1)
d_exchange = d_exchange[s_window]
exchange = mean_orb[:, :3].T @ d_exchange @ mean_orb[:, :3]
d_only_total = response(-d_exchange / 2)[:, 3:].sum()
r = np.geomspace(1e-5, 25, 3000)
points = np.column_stack([0 * r, 0 * r, r])
values = ion.mol.eval_gto("GTOval_sph", points)
p_s = np.sqrt(4 * np.pi) * r[:, None] * (
    values[:, s_index] @ mean_orb[:, :3])
p_d = r * np.sqrt(4 * np.pi / 5 * ((values[:, d_index] @ d_orb)**2).sum(1))


def slater_r2(i, j):
    source = p_s[:, i] * p_d
    inner = cumulative_trapezoid(source * r**2, r, initial=0)
    outer = cumulative_trapezoid(source / r**3, r, initial=0)
    potential = inner / r**3 + r**2 * (outer[-1] - outer)
    return trapezoid(p_s[:, j] * p_d * potential, r)


for i, j in [(1, 1), (1, 2), (2, 2)]:
    assert abs(slater_r2(i, j) - exchange[i, j]) < 1e-3 * exchange[2, 2]

# Separate responses: one group of shells is kept paired and fixed.
s_pair, p_pair = paired.orb[0, 0], paired.orb[0, 1]
inner_fixed = relax(ion, full_occupation, start=paired.dm,
                    frozen={0: s_pair[:, :2], 1: p_pair[:, :3]})
outer_fixed = relax(ion, full_occupation, start=paired.dm,
                    frozen={0: s_pair[:, 2:], 1: p_pair[:, 3:]})
q_inner_fixed = contact(ion, inner_fixed.dm)
q_outer_fixed = contact(ion, outer_fixed.dm)
assert abs(q_inner_fixed - empty_part[2]) < 0.1 * largest
assert abs(q_outer_fixed - empty_part[:2].sum()) < 0.1 * largest

# Neon core replaced by a pseudopotential.
soft_basis = (even_tempered(0, 0.15, 2.3, 10)
              + even_tempered(1, 0.20, 2.7, 7)
              + even_tempered(2, 0.15, 2.5, 8))
pseudo_ion = build(soft_basis, ecp="lanl2dz")
assert pseudo_ion.mol.nelectron == 13
pseudo = relax(pseudo_ion, {0: (1, 1), 1: (3, 3), 2: (5, 0)})
q_pseudo = contact(pseudo_ion, pseudo.dm)
pseudo_3s = (pseudo_ion.nucleus[pseudo_ion.blocks[0]]
             @ pseudo.orb[0, 0][:, 0])**2
d_radius = rms_radius(ion, d_orb[:, 0], 2)
d_radius_pseudo = rms_radius(pseudo_ion, pseudo.orb[0, 2][:, 0], 2)
assert abs(d_radius_pseudo / d_radius - 1) < 0.05
assert pseudo_3s < 0.2 * shell_up[2]
assert abs(q_pseudo - total) > 0.5 * abs(total)

# Second, independent basis.
other = build(even_tempered(0, 0.11, 2.15, 26)
              + even_tempered(1, 0.17, 2.4, 11)
              + even_tempered(2, 0.12, 2.3, 9))
other_total = contact(other, relax(other, full_occupation).dm)
assert abs(other_total - total) < 0.03 * largest

names = ["1s", "2s", "3s"]
print("Mn2+ 3d5, UHF; q = contact spin density in a0^-3")
print(f"field per unit q: {tesla:.3f} T a0^3")
print(f"UHF energy: {polarized.energy:.4f} Eh")
print(f"energy gained by polarization: "
      f"{1000 * (paired.energy - polarized.energy):.2f} mEh")
print(f"Mn24+ 1s density at nucleus / exact: {hydrogenic_ratio:.5f}")
for i, name in enumerate(names):
    print(f"{name} density at nucleus, up: {shell_up[i]:.4f} a0^-3")
    print(f"{name} density at nucleus, down: {shell_down[i]:.4f} a0^-3")
    print(f"{name} canonical q: {shell[i]:.4f} a0^-3; "
          f"field: {tesla * shell[i]:.2f} T")
print(f"total q: {total:.4f} a0^-3; field: {tesla * total:.2f} T")
print(f"total q, second basis: {other_total:.4f} a0^-3")
print(f"total q, all s and p shells paired: {abs(paired_total):.1e} a0^-3")
for i, name in enumerate(names):
    print(f"{name} mean-field orbital energy: {energies[i]:.3f} Eh; "
          f"amplitude at nucleus: {amplitude[i]:.3f} a0^-3/2")
for i, j in [(1, 1), (1, 2), (2, 2)]:
    print(f"R2({names[i]},{names[j]}) with 3d: {exchange[i, j]:.4f} Eh")
for i, j in [(0, 1), (0, 2), (1, 2)]:
    print(f"first-order q of {names[i]} from {names[j]} "
          f"(opposite in {names[j]}): {terms[i, j]:.4f} a0^-3")
for i, name in enumerate(names):
    print(f"first-order q of {name} from empty orbitals: "
          f"{empty_part[i]:.4f} a0^-3")
print(f"first-order total q: {empty_part.sum():.4f} a0^-3")
print(f"first-order total q, 3d exchange only: {d_only_total:.4f} a0^-3")
for i, name in enumerate(names):
    up, down = [rms_radius(ion, polarized.orb[spin, 0][:, i], 0)
                for spin in range(2)]
    print(f"{name} rms radius, up: {up:.5f} a0; down: {down:.5f} a0")
print(f"3d rms radius: {d_radius:.4f} a0")
print(f"q with 1s,2s,2p frozen: {q_inner_fixed:.4f} a0^-3; "
      f"field: {tesla * q_inner_fixed:.2f} T")
print(f"q with 3s,3p frozen: {q_outer_fixed:.4f} a0^-3; "
      f"field: {tesla * q_outer_fixed:.2f} T")
print(f"sum of the two frozen-shell q: "
      f"{q_inner_fixed + q_outer_fixed:.4f} a0^-3")
print(f"LANL2DZ potential, 3d rms radius: {d_radius_pseudo:.4f} a0")
print(f"LANL2DZ potential, 3s up density at nucleus: {pseudo_3s:.5f} a0^-3")
print(f"LANL2DZ potential, q: {q_pseudo:.5f} a0^-3; "
      f"field: {tesla * q_pseudo:.3f} T")
print("checks complete")
```

Running it gives:

```
Mn2+ 3d5, UHF; q = contact spin density in a0^-3
field per unit q: 52.491 T a0^3
UHF energy: -1149.0896 Eh
energy gained by polarization: 1.40 mEh
Mn24+ 1s density at nucleus / exact: 0.99736
1s density at nucleus, up: 4770.8238 a0^-3
1s density at nucleus, down: 4770.8939 a0^-3
1s canonical q: -0.0701 a0^-3; field: -3.68 T
2s density at nucleus, up: 432.4543 a0^-3
2s density at nucleus, down: 435.2414 a0^-3
2s canonical q: -2.7870 a0^-3; field: -146.30 T
3s density at nucleus, up: 59.0183 a0^-3
3s density at nucleus, down: 57.6810 a0^-3
3s canonical q: 1.3373 a0^-3; field: 70.19 T
total q: -1.5199 a0^-3; field: -79.78 T
total q, second basis: -1.5180 a0^-3
total q, all s and p shells paired: 0.0e+00 a0^-3
1s mean-field orbital energy: -241.190 Eh; amplitude at nucleus: 69.071 a0^-3/2
2s mean-field orbital energy: -29.752 Eh; amplitude at nucleus: 20.829 a0^-3/2
3s mean-field orbital energy: -4.455 Eh; amplitude at nucleus: 7.639 a0^-3/2
R2(2s,2s) with 3d: 0.1361 Eh
R2(2s,3s) with 3d: -0.1101 Eh
R2(3s,3s) with 3d: 0.4083 Eh
first-order q of 1s from 2s (opposite in 2s): -0.0853 a0^-3
first-order q of 1s from 3s (opposite in 3s): 0.0025 a0^-3
first-order q of 2s from 3s (opposite in 3s): -1.4352 a0^-3
first-order q of 1s from empty orbitals: 0.0127 a0^-3
first-order q of 2s from empty orbitals: -1.4372 a0^-3
first-order q of 3s from empty orbitals: -0.0957 a0^-3
first-order total q: -1.5202 a0^-3
first-order total q, 3d exchange only: -1.4829 a0^-3
1s rms radius, up: 0.07125 a0; down: 0.07125 a0
2s rms radius, up: 0.30547 a0; down: 0.30421 a0
3s rms radius, up: 0.92331 a0; down: 0.92710 a0
3d rms radius: 1.2344 a0
q with 1s,2s,2p frozen: -0.0757 a0^-3; field: -3.97 T
q with 3s,3p frozen: -1.4074 a0^-3; field: -73.87 T
sum of the two frozen-shell q: -1.4831 a0^-3
LANL2DZ potential, 3d rms radius: 1.2409 a0
LANL2DZ potential, 3s up density at nucleus: 0.00001 a0^-3
LANL2DZ potential, q: 0.00000 a0^-3; field: 0.000 T
checks complete
```
